# Mean Narrowest Spacing Among a Million Gaussian Line Segments

## 1. A special case: exponential clocks

Start $N$ independent clocks at time zero. Each rings once, after a waiting time $Y$ with $P(Y>y)=e^{-y}$. When does the last one ring?

Exponential waiting has no memory: a clock that has not yet rung behaves as if it had just been started. While $k$ clocks are still silent, the wait for the next ring therefore exceeds $y$ with probability $(e^{-y})^k=e^{-ky}$. This wait has mean $1/k$ and variance $1/k^2$, and successive waits are independent. The last ring comes after the waits with $k=N,N-1,\dots,1$, so

$$
E[Y_{\max}]=\sum_{k=1}^{N}\frac1k,\qquad
\mathrm{Var}[Y_{\max}]=\sum_{k=1}^{N}\frac1{k^2}.
$$

For large $N$ the first sum approaches $\ln N+\gamma$, which defines Euler's constant $\gamma=0.5772$. The second approaches $\pi^2/6$.

The two parts of the mean have different meanings. At $y=\ln N$ the expected number of clocks still silent is $Ne^{-y}=1$. For large $N$ the mean of the last ring lies beyond this one-exceedance level by $\gamma$. The distribution is lopsided: the last ring is sometimes very late but seldom very early. Its displacement $G=Y_{\max}-\ln N$ obeys

$$
P(G\le g)=\left(1-\frac{e^{-g}}{N}\right)^N\longrightarrow \exp(-e^{-g}),
$$

the Gumbel law. Its mean is $\gamma$ and its variance $\pi^2/6$. The moments may be taken to the limit along with the law, since for every $N$ the upper tail of $G$ is at most $e^{-g}$ and the lower tail at most $\exp(-e^{-g})$.

## 2. From clocks to line spacings

Two facing metal lines are divided into $N$ segments, each assigned one spacing

$$
s_i=\mu+\sigma Z_i .
$$

The $Z_i$ are independent standard normal variables, $\mu$ is the average spacing and $\sigma$ its standard deviation. Since $Z_i$ and $-Z_i$ have the same distribution, the mean narrowest spacing is

$$
E[s_{\min}]=\mu-m_N\sigma,\qquad m_N=E[X],\qquad X=\max_i Z_i .
$$

We need $m_N$ for $N=10^6$. Let

$$
\phi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},\qquad Q(x)=\int_x^\infty\phi(z)\,dz .
$$

The normal problem can be turned into the clock problem. Define $Y_i=-\ln Q(Z_i)$. Because $Q$ decreases, $Y_i>y$ means $Q(Z_i)<e^{-y}$, or $Z_i>Q^{-1}(e^{-y})$. The probability of this is $Q(Q^{-1}(e^{-y}))=e^{-y}$, so each $Y_i$ is an exponential waiting time. The largest $Z_i$ gives the largest $Y_i$, and therefore

$$
G=-\ln\left[N\,Q(X)\right]. \tag{1}
$$

No approximation has entered. What remains is to invert (1) for $X$ and take the mean.

## 3. The leading result and why it is too large

For any $t>0$, convexity of the exponential gives $e^{tm_N}\le E[e^{tX}]$. The largest of several positive numbers is no larger than their sum, so

$$
e^{tm_N}\le\sum_{i=1}^N E[e^{tZ_i}]=N e^{t^2/2}.
$$

The last step completes the square, $tz-z^2/2=t^2/2-(z-t)^2/2$. Taking the logarithm and dividing by $t$,

$$
m_N\le\frac{\ln N}{t}+\frac t2 .
$$

The right side is smallest where $-\ln N/t^2+1/2=0$, at $t=\sqrt{2\ln N}$, which gives

$$
m_N\le a,\qquad a=\sqrt{2\ln N}. \tag{2}
$$

For a million segments $\ln N=13.8155$ and $a=5.2565$. This is the leading extreme-value result. It is an upper bound, and it becomes the value of $m_N$ only in the limit of large $N$.

To see how far the bound lies from the value, we need the Gaussian tail. Since $\phi'(z)=-z\phi(z)$, integration by parts gives

$$
Q(x)=\int_x^\infty\frac1z\,[z\phi(z)]\,dz
=\frac{\phi(x)}{x}-\int_x^\infty\frac{\phi(z)}{z^2}\,dz. \tag{3}
$$

The last integral is positive and smaller than $Q(x)/x^2$. Hence $Q(x)\approx\phi(x)/x$, with a relative error of order $1/x^2$.

At $x=a$ we have $e^{-a^2/2}=1/N$, so the expected number of segments beyond $a$ is

$$
NQ(a)\approx\frac{1}{a\sqrt{2\pi}}=0.0759 .
$$

The full tail gives $0.0734$. Only about one sample in fourteen contains a segment this far out. The leading result balances $N$ against $e^{-x^2/2}$ and ignores the factor $1/(x\sqrt{2\pi})$, which is far from one.

## 4. The first correction

**The one-exceedance level.** Let $u$ satisfy $NQ(u)=1$. With $Q(u)\approx\phi(u)/u$, the logarithm of this condition is

$$
\ln N-\frac{u^2}{2}-\ln u-\frac12\ln(2\pi)=0 .
$$

Multiplying by two and using $2\ln N=a^2$,

$$
u^2=a^2-2\ln u-\ln(2\pi).
$$

Put $u=a+\delta$ with $|\delta|\ll a$. On the left, $u^2=a^2+2a\delta+\delta^2$, and we drop $\delta^2$. On the right, we replace $\ln u$ by $\ln a$. Then

$$
2a\delta=-\ln(a^2)-\ln(2\pi)=-\ln(2\ln N)-\ln(2\pi)=-\ln(\ln N)-\ln(4\pi),
$$

and therefore

$$
u\approx a-\frac{\ln(\ln N)+\ln(4\pi)}{2a}. \tag{4}
$$

For $N=10^6$ the correction is

$$
\delta=-\frac{2.626+2.531}{2\times5.2565}=-0.4905,
$$

so $u\approx4.7660$. The numerical solution of $NQ(u)=1$ is $4.7534$.

**From level to mean.** As with the clocks, the mean lies beyond the one-exceedance level. Write $X=u+t$. The slope of $-\ln Q$ is

$$
h(x)=-\frac{d}{dx}\ln Q(x)=\frac{\phi(x)}{Q(x)} ,
$$

which by (3) is close to $x$ for large $x$. Below, $h$ without an argument means $h(u)$. Because $NQ(u)=1$, expanding (1) to first order gives

$$
G\approx ht,\qquad X\approx u+\frac Gh .
$$

Near $u$ the Gaussian tail thus looks exponential with decay rate $h$, and the clock result applies with lengths divided by $h$:

$$
m_N\approx u+\frac{\gamma}{h}. \tag{5}
$$

For a hand estimate, replace $h$ by $a$ and use (4):

$$
\boxed{\,m_N\approx a-\frac{\ln(\ln N)+\ln(4\pi)}{2a}+\frac{\gamma}{a}\,} \tag{6}
$$

With the numbers,

$$
m_N\approx5.2565-0.4905+0.1098=4.8758 .
$$

Numerical integration over the distribution of the maximum gives $m_N=4.8629$. Both round to $4.9$. The leading result is $8.1\%$ above the integrated mean.

The two corrections have opposite signs. The prefactor makes the tail thinner and pulls the level inward by about half a standard deviation. The distance from this level to the mean adds back about a tenth.

## 5. How good is the estimate?

Formula (6) contains more approximations than (5). With the numerical values $u=4.7534$ and $h=4.9483$, equation (5) gives

$$
4.7534+\frac{0.5772}{4.9483}=4.8701 ,
$$

which is still $0.007$ too large. The cause is the curvature of the logarithmic tail. Differentiating $h=\phi/Q$ with $\phi'=-x\phi$ and $Q'=-\phi$,

$$
h'(x)=\frac{-x\phi}{Q}+\frac{\phi^2}{Q^2}=h(x)\,[h(x)-x].
$$

To second order, (1) becomes

$$
G=ht+\frac{h'}2t^2 .
$$

Solve for $t$ by putting the first approximation $t=G/h$ into the small quadratic term:

$$
t\approx\frac Gh-\frac{h'}{2h^3}G^2. \tag{7}
$$

The mean square of $G$ is its variance plus its squared mean, $\pi^2/6+\gamma^2=1.978$. Hence

$$
m_N\approx u+\frac{\gamma}{h}-\frac{h'}{2h^3}\left(\gamma^2+\frac{\pi^2}{6}\right). \tag{8}
$$

Here $h'=4.9483\,(4.9483-4.7534)=0.964$. The last term is $-0.964\times1.978/(2\times121.2)=-0.0079$, and the result is $4.8622$, within $0.001$ of the integrated mean. The sign has a simple meaning: the Gaussian tail falls faster and faster, so large excursions beyond $u$ are shorter than a fixed exponential rate would allow.

Equations (5) and (8) were tested against numerical integration at $N=10^3$, $10^4$, $10^6$ and $10^9$. At each $N$ the curvature term reduced the error to less than half, and the error of (5) fell from each $N$ to the next.

**The spread.** The narrowest spacing varies from sample to sample. At first order $X=u+G/h$, so its standard deviation is

$$
\frac{\pi}{h\sqrt6}=0.2592 ,
$$

in units of $\sigma$. Integration gives $0.2480$. Curvature lowers the spread, and its first-order effect can be estimated. From (7), to first order in $h'$,

$$
\mathrm{Var}[t]\approx\frac{\mathrm{Var}[G]}{h^2}-\frac{h'}{h^4}\,\mathrm{Cov}[G,G^2].
$$

The third central moment of an exponential wait of rate $k$ is $2/k^3$, and third central moments of independent waits add. That of $G$ is therefore $2\sum_k k^{-3}=2.404$. Writing $G=\gamma+g$, where $g$ has zero mean, gives $\mathrm{Cov}[G,G^2]=E[g^3]+2\gamma E[g^2]=2.404+1.899=4.303$. The variance becomes $0.06718-0.00692=0.06026$, and the standard deviation $0.2455$. The first-order correction has the right sign and size but slightly overshoots the integrated value.

**Dependence on the number of segments.** Differentiating $\ln N+\ln Q(u)=0$ gives $d\ln N=h\,du$, so

$$
\frac{du}{d\ln N}=\frac1h=0.2021 .
$$

The mean itself changes by $0.1983$ per unit of $\ln N$, slightly less because $\gamma/h$ shrinks as $h$ grows. Doubling the number of segments moves the mean outward by about $0.198\times0.693=0.14$ standard deviations. It would raise the mean deviation from $4.86$ to about $5.0$, so a segment count known only to a factor of two leaves the first decimal uncertain.

**The limit of very large $N$.** The difference between $a$ and $m_N$ is of order $\ln(\ln N)/(2a)$. It tends to zero, but slowly. Relative to $a$ it is of order $\ln(\ln N)/(4\ln N)$, so the leading result is correct as a limit and still visibly wrong at a million.

## 6. Example: a low-k dielectric between copper lines

Take $\mu=20$ nm, $\sigma=1$ nm and segments 50 nm long. A million segments make up 5 cm of facing line. The mean narrowest spacing is

$$
20-4.863\times1=15.14\ \text{nm},
$$

whereas the leading result would give $14.74$ nm. Two hundred random samples of a million spacings each had an average minimum of $15.126$ nm with a standard error of $0.018$ nm. This agrees with $15.14$ nm and lies about twenty standard errors from the leading result.

Apply 1 V. Treating each segment as a parallel-plate gap, with 1 V/nm equal to 10 MV/cm, the field is

$$
\frac{1\ \text{V}}{20\ \text{nm}}=0.500\ \text{MV/cm},\qquad
\frac{1\ \text{V}}{15.14\ \text{nm}}=0.661\ \text{MV/cm}
$$

at the average and at the mean narrowest spacing.

Now ramp the voltage, and suppose that the dielectric breaks down as soon as the field anywhere reaches one sharp value, roughly 5 MV/cm or 0.5 V/nm. In this model the narrowest segment decides, and breakdown comes at

$$
0.5\ \text{V/nm}\times15.14\ \text{nm}=7.57\ \text{V}.
$$

Equal spacings of 20 nm would give 10.00 V. The leading result would give 7.37 V, too low by 0.20 V.

## 7. Where the estimate fails

**The tail need not be Gaussian.** For the parameters chosen in this section, this has the largest effect on the narrowest spacing. Let one percent of the segments have twice the standard deviation of the rest, with the total variance held fixed. The mean deviation rises from $4.863$ to $7.590$, and the mean narrowest spacing falls to $12.41$ nm. The reason can be checked with (6). If the common standard deviation is $w$, fixed variance requires $0.99w^2+0.01(2w)^2=1.03w^2=1$, so the wide segments have standard deviation $2w=1.971$. There are about $10^4$ of them, for which (6) gives $3.87$. The product is $7.6$: the wide minority supplies the extremes. Such a minority changes the centre of a measured histogram very little, so a good Gaussian fit there does not justify the factor $4.9$.

**Neighbouring segments may be correlated.** If segments are locked together in groups of ten, $N$ is replaced by $10^5$ and the mean deviation drops to $4.384$. Perfect locking is an extreme case. If the correlation between segments $j$ apart instead decays as $e^{-j/10}$, simulation gives about $4.8$, so dividing $N$ by the correlation length overstates the reduction.

**Some variation may be common to all segments.** Let a fraction $\rho$ of the variance be shared, $Z_i=\sqrt\rho\,Z_0+\sqrt{1-\rho}\,W_i$, with all variables on the right independent standard normals. The shared part has zero mean and shifts all segments equally, so the mean deviation is $\sqrt{1-\rho}\,m_N$. For $\rho=0.2$ it is $4.350$. The spread, however, grows to $\sqrt{0.2+0.8\times0.248^2}=0.50$ standard deviations, so the mean describes a single sample less well.

**A narrow place is not a parallel-plate gap.** Let a flat line at $y=0$ be grounded and face a rippled line at $y=\mu-A\cos kx$, held at voltage $V$. Laplace's equation and the condition on the flat line are satisfied by

$$
\Phi=\frac V\mu\,y+B\sinh(ky)\cos(kx).
$$

On the rippled line, to first order in $A$, the condition $\Phi=V$ requires $-VA/\mu+B\sinh(k\mu)=0$. This fixes $B$, and the field at the tip, $x=0$, is

$$
E_{\rm tip}\approx\frac V\mu\left[1+Ak\coth(k\mu)\right].
$$

For $k\mu\to0$ the bracket becomes $1+A/\mu$, the first-order form of the parallel-plate result $V/(\mu-A)$. A shorter ripple concentrates the field more strongly. With $A=4.86$ nm and a wavelength of 100 nm, two segment lengths, the formula gives $0.68$ MV/cm at 1 V. This amplitude is not small, and a numerical solution of Laplace's equation for the full ripple gives $0.720$ MV/cm. At an amplitude of $0.01$ nm, the field increase from the numerical solution agreed with the formula to within $0.5\%$. For this shape the ramp breakdown voltage falls from 7.57 V to 6.95 V. The size of the drop depends on the shape, and a periodic ripple carried by one line is a severe case. With the same narrowest gap, numerical solutions give 7.39 V when the ripple is shared equally by both lines, 7.21 V for an isolated Gaussian bump of 50 nm full width at half maximum on one line, and 7.47 V for such a bump shared by both. The two-dimensional model also leaves out the corners of lines of finite height and the interfaces near them, which matter in real interconnects.

**The narrowest segment need not fail first.** At constant voltage, breakdown is a matter of random waiting. Suppose that segment $i$ fails at a constant rate $r_i\propto e^{gE_i}$. The probability that it fails first is

$$
\int_0^\infty r_ie^{-r_it}\prod_{j\ne i}e^{-r_jt}\,dt=\frac{r_i}{\sum_j r_j}.
$$

With a rough $g=4$ cm/MV, a segment at the mean narrowest spacing has a chance of only $1.9\times10^{-6}$ of being first at 1 V. Its rate is about $e^{4(0.661-0.500)}=1.9$ times that of an average segment, but it competes with a million others. At 6 V the chance is still only $3.8\times10^{-5}$. In this model the time to first failure is set by the whole population of spacings. A constant rate is the Weibull law with slope $\beta=1$. If the failure times have slope $\beta$ and a time scale proportional to $e^{-gE_i}$, the shares go as $e^{\beta gE_i}$ and narrow segments weigh more: at 6 V the narrowest fails first with a chance of about $10^{-3}$ for $\beta=2$ and $10^{-2}$ for $\beta=3$, and in the latter case the narrowest $0.1\%$ of the segments supply about a quarter of the first failures. The narrowest one governs the ramp with a sharp critical field, and the two cases must be kept apart.

**Negative spacings** are allowed by the Gaussian but play no part here: their expected number is $2.8\times10^{-83}$.

## 8. The model beside real interconnects

The parameters are round values in the regime of porous SiCOH between closely spaced copper lines. The spacing, its standard deviation, the breakdown field and $g$ are rough typical magnitudes, not data for a particular process. The facing length of 5 cm is short compared with the wiring of a whole chip. Each tenfold increase beyond this length adds somewhat less than $0.198\times2.303=0.46$ standard deviations, as long as the Gaussian holds that far out. That assumption needs to be checked by measurement: in the case above, one percent of wider segments moved the narrowest spacing by 2.7 nm, while the correction from $5.26$ to $4.86$ moves it by 0.4 nm. A spacing rule based on $\mu-4.9\sigma$ therefore presupposes a measured Gaussian tail, about a million independent segments and a failure criterion set by the narrowest gap. It also refers to the mean of the minimum, so many samples will contain a narrower gap.

## Calculated quantities

```
Number of segments N: 1000000
ln N: 13.8155
Leading value sqrt(2 ln N): 5.2565 sigma
Expected segments beyond leading value: 0.0734
Same, from leading tail formula: 0.0759
Prefactor correction: -0.4905 sigma
Hand level after correction: 4.7660 sigma
Euler constant gamma: 0.5772
Gumbel mean shift gamma/a: 0.1098 sigma
Hand estimate of mean deviation: 4.8758 sigma
One-exceedance level u: 4.7534 sigma
Tail decay rate h: 4.9483 per sigma
Estimate u + gamma/h: 4.8701 sigma
Estimate with curvature: 4.8622 sigma
Mean deviation by quadrature: 4.8629 sigma
Leading value too large by: 8.1 %
Standard deviation, quadrature: 0.2480 sigma
Standard deviation, Gumbel: 0.2592 sigma
Change of mean per unit ln N: 0.1983 sigma
Gumbel estimate 1/h of that change: 0.2021 sigma
Mean spacing: 20.0 nm
Spacing standard deviation: 1.0 nm
Segment length: 50.0 nm
Total facing length: 5.0 cm
Mean narrowest spacing: 15.14 nm
Narrowest spacing from leading value: 14.74 nm
Number of random million-segment draws: 200
Mean narrowest spacing, draws: 15.126 nm
Standard error of draws: 0.018 nm
Applied voltage: 1.0 V
Field at mean spacing: 0.500 MV/cm
Field at mean narrowest spacing: 0.661 MV/cm
Rough breakdown field: 5.0 MV/cm
Ramp breakdown at mean spacing: 10.00 V
Ramp breakdown at narrowest spacing: 7.57 V
Ramp breakdown from leading value: 7.37 V
Mean deviation, ten neighbours locked: 4.384 sigma
Shared variance fraction: 0.20
Mean deviation with shared part: 4.350 sigma
Fraction of wide segments: 0.01
Width ratio of wide segments: 2.0
Mean deviation with wide segments: 7.590 sigma
Ripple wavelength: 100.0 nm
Ripple amplitude: 4.86 nm
Tip field of rippled line: 0.720 MV/cm
Ramp breakdown with tip field: 6.95 V
Rough field acceleration g: 4.0 cm/MV
Stress voltage: 6.0 V
Chance narrowest fails first, 1 V: 1.88e-06
Chance narrowest fails first, stress: 3.77e-05
Expected number of negative spacings: 2.8e-83
```
